# Dipole shielding of an atom and multipole shielding of hydrogen, part 2

How strongly do an atom's electrons shield its nucleus from a static electric multipole field? The treatment is nonrelativistic, in SI units. A point nucleus of charge $Ze$ is clamped at the origin; each of the $N$ electrons has charge $-e$ and mass $m$. The applied potential and the potential added by the electrons' linear response are

$$\phi_{\rm ext}=-G_l\,r^lP_l(\cos\theta),\qquad l\ge1,$$

$$\phi_{\rm ind}=+\gamma_lG_l\,r^lP_l(\cos\theta)\qquad(r\to0).$$

The second defines the shielding factor $\gamma_l$. For $l=1$ the applied field is $E=G_1$ along $+z$.

The field-free Hamiltonian is $H_0=T+V+U$: kinetic energy, nuclear attraction $V=-\sum_iZe^2/(4\pi\varepsilon_0r_i)$ and electron repulsion $U$ (absent for one electron). The field-free state $\psi_0$ has energy $E_0$. With perturbation $W$, and no first-order energy, its first-order correction $\psi_1$ obeys

$$(H_0-E_0)\psi_1=-W\psi_0 .$$

**Theorem 1** states, for a uniform field and a field-free bound state of definite parity, nondegenerate apart from spin,

$$\gamma_1=\frac NZ .$$

Its proof uses the total momentum $P_z$, which commutes with $T$ and $U$. With $F=\sum_i\partial V/\partial z_i$ and subscript 1 for the part of a mean value linear in the field,

$$[P_z,H_0]=-i\hbar F,\qquad\langle F\rangle_1=-NeE .$$

The electrons' field at the nucleus is $E_{\rm el}=\langle F\rangle_1/(Ze)=-\gamma_1E$. If the repulsive cloud in a mean-field model of helium is frozen at its field-free form, the balance fails and $\gamma_1>N/Z$.

The atom now has one electron, in the ground state

$$\psi_0=\frac{e^{-r/a}}{\sqrt{\pi a^3}},\qquad a=\frac{a_0}{Z},\qquad a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2}.$$

The result to be proved is **Theorem 2**: to first order in a static multipole field with $l\ge1$,

$$\gamma_l=\frac{2}{Z\,l(l+1)} .$$

### Why a direct calculation is needed

Force balance worked for $l=1$ because shifting all electrons together leaves $T$ and $U$ unchanged. The displacement that matches a quadrupole field is a stretch along $z$ with a contraction along $x$ and $y$. It is generated by

$$D=\sum_i(2z_ip_{z,i}-x_ip_{x,i}-y_ip_{y,i}).$$

From $[z,p_z^2]=2i\hbar p_z$, and likewise for $x$ and $y$, one finds

$$[D,T]=\frac{i\hbar}{m}\sum_i\left(2p_{z,i}^2-p_{x,i}^2-p_{y,i}^2\right),$$

which is not zero. The nuclear attraction gives

$$[D,V]=-i\hbar\frac{Ze^2}{4\pi\varepsilon_0}\sum_i\frac{2z_i^2-x_i^2-y_i^2}{r_i^3},$$

whereas the field gradient at the nucleus contains the same numerator divided by $r_i^5$. With several electrons $[D,U]$ is not zero either, because the stretch changes the distances between electrons. This balance therefore involves the change of the kinetic energy and of the repulsion, and it does not contain the quantity that is wanted. For one electron the response can be found in closed form instead.

### Lemma 3: the first-order wave function

The perturbation is the electron charge times the applied potential,

$$W=(-e)(-G_lr^lP_l)=eG_lr^lP_l .$$

Write the response as

$$\psi_1=f(r)P_l(\cos\theta)\,\psi_0 .$$

With $\kappa=meG_l/\hbar^2$, the function $f$ is

$$f(r)=-\kappa\left[\frac{a\,r^{l+1}}{l+1}+\frac{a^2r^l}{l}\right].$$

**Proof.** Let $g=fP_l$. Since $H_0\psi_0=E_0\psi_0$, the terms in which no derivative acts on $g$ cancel:

$$(H_0-E_0)(g\psi_0)=-\frac{\hbar^2}{2m}\left[\psi_0\nabla^2g+2\nabla g\cdot\nabla\psi_0\right].$$

The ground state has $\nabla\psi_0=-(\psi_0/a)\hat{\mathbf r}$, so only the radial derivative of $g$ enters the last term. The Laplacian is

$$\nabla^2g=\left[f''+\frac2rf'-\frac{l(l+1)}{r^2}f\right]P_l .$$

The first-order equation of Part 1 is $(H_0-E_0)\psi_1=-W\psi_0$. Its first-order energy vanishes here because the average of $P_l$ over all directions is zero for $l\ge1$. Insert the expressions, cancel $P_l\psi_0$, and multiply by $-2m/\hbar^2$:

$$f''+\left(\frac2r-\frac2a\right)f'-\frac{l(l+1)}{r^2}f=2\kappa r^l .$$

Try $f=Ar^{l+1}+Br^l$. The first term contributes to the left side

$$A r^{l-1}\left[l(l+1)+2(l+1)-l(l+1)\right]-\frac{2(l+1)A}{a}r^l .$$

The bracket equals $2(l+1)$. The second term contributes

$$B r^{l-2}\left[l(l-1)+2l-l(l+1)\right]-\frac{2lB}{a}r^{l-1},$$

and its bracket is zero. Matching the powers $r^l$ and $r^{l-1}$ gives

$$-\frac{2(l+1)A}{a}=2\kappa,\qquad 2(l+1)A-\frac{2lB}{a}=0 .$$

Thus $A=-\kappa a/(l+1)$ and $B=a(l+1)A/l=-\kappa a^2/l$, as stated.

The solution is unique among acceptable functions. The difference of two such solutions would have angular momentum $l\ge1$ and satisfy $(H_0-E_0)\chi=0$. For that angular momentum the radial Hamiltonian exceeds the s-wave one by the positive centrifugal energy $\hbar^2l(l+1)/(2mr^2)$, and $E_0$ is the lowest s-wave energy. The mean value of $H_0-E_0$ in a nonzero $\chi$ would then be positive, a contradiction. $\square$

For $G_l>0$ the function $f$ is negative. Density leaves the directions where $P_l>0$ and the electron's energy is raised, and gathers where $P_l<0$.

### Lemma 4: the angular projection

Let $\omega$ be the angle between the directions $(\theta,\varphi)$ and $(\theta',\varphi')$. Then

$$\int P_L(\cos\omega)P_l(\cos\theta)\,d\Omega=\frac{4\pi}{2l+1}\,\delta_{Ll}\,P_l(\cos\theta').$$

**Proof.** The addition theorem for spherical harmonics is

$$P_L(\cos\omega)=\frac{4\pi}{2L+1}\sum_MY_{LM}^*(\theta,\varphi)Y_{LM}(\theta',\varphi').$$

Also $P_l(\cos\theta)=\sqrt{4\pi/(2l+1)}\,Y_{l0}(\theta,\varphi)$. Orthogonality leaves only $L=l$ and $M=0$. The integral is then

$$\frac{4\pi}{2l+1}\sqrt{\frac{4\pi}{2l+1}}\,Y_{l0}(\theta',\varphi')=\frac{4\pi}{2l+1}P_l(\cos\theta').\qquad\square$$

### Proof of Theorem 2

Since $\psi_0$ and $\psi_1$ are real, the first-order change of the number density is

$$\delta n=2\psi_0\psi_1=2\psi_0^2fP_l(\cos\theta).$$

The induced potential at the point $\mathbf r'$ is

$$\phi_{\rm ind}(\mathbf r')=-\frac e{4\pi\varepsilon_0}\int\frac{\delta n(\mathbf r)}{|\mathbf r-\mathbf r'|}\,d^3r .$$

Expand the inverse distance in Legendre polynomials,

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_L\frac{r_<^L}{r_>^{L+1}}P_L(\cos\omega),$$

where $r_<$ and $r_>$ are the smaller and the larger of $r$ and $r'$. Lemma 4 selects $L=l$. Including the factor $r^2$ of the volume element, one obtains

$$\phi_{\rm ind}(\mathbf r')=-\frac e{4\pi\varepsilon_0}\frac{8\pi}{2l+1}P_l(\cos\theta')\left[r'^l\int_{r'}^\infty\psi_0^2fr^{1-l}dr+\frac1{r'^{l+1}}\int_0^{r'}\psi_0^2fr^{l+2}dr\right].$$

Near the nucleus $f$ is proportional to $r^l$. The second integral is then of order $r'^{2l+3}$, and its contribution to the potential is of order $r'^{l+2}$. Extending the first integral down to zero changes the potential by the same order. As $r'\to0$ the potential thus has the form $r'^lP_l$ required by the definition, with

$$\gamma_lG_l=-\frac e{4\pi\varepsilon_0}\frac{8\pi}{2l+1}\int_0^\infty\psi_0^2fr^{1-l}dr .$$

Now substitute $r=ax$. The response becomes

$$f=-\kappa a^{l+2}\left[\frac{x^{l+1}}{l+1}+\frac{x^l}{l}\right].$$

The powers of $a$ are $a^{-3}$ from $\psi_0^2$, $a^{l+2}$ from $f$, $a^{1-l}$ from $r^{1-l}$, and $a$ from $dr$. Their product is $a$. The minus sign of $f$ cancels the minus sign of the electron charge, so

$$\gamma_lG_l=\frac{e\kappa a}{4\pi\varepsilon_0}\frac8{2l+1}\int_0^\infty e^{-2x}\left[\frac{x^2}{l+1}+\frac xl\right]dx .$$

The constants combine as

$$\frac{e\kappa a}{4\pi\varepsilon_0}=\frac{me^2}{4\pi\varepsilon_0\hbar^2}\,aG_l=\frac a{a_0}G_l=\frac{G_l}{Z}.$$

The two radial integrals are

$$\int_0^\infty x^2e^{-2x}dx=\frac{2!}{2^3}=\frac14,\qquad\int_0^\infty xe^{-2x}dx=\frac{1!}{2^2}=\frac14 .$$

Therefore

$$\gamma_l=\frac{8}{Z(2l+1)}\,\frac14\left[\frac1{l+1}+\frac1l\right]=\frac{2}{Z(2l+1)}\,\frac{2l+1}{l(l+1)}=\frac2{Z\,l(l+1)} .\qquad\blacksquare$$

At $l=1$ this is $1/Z$, which agrees with $N/Z$ for one electron. The two derivations are different: the first used only the balance of forces, the second the complete response function. For hydrogen the next factors are $1/3$ for the quadrupole and $1/6$ for the octupole. The numerical check solves the radial response equation on a grid, without the closed form of $f$, and agrees with the formula for $l=1$ to 5 at $Z=1$ and for $l=1$ and 2 at $Z=2$.

**Remark on orientation.** The ground state is spherical, so the radial equation is the same for every component $r^lY_{lm}$ of the applied potential. The factor depends on $l$ but not on $m$.

### Shielding away from the nucleus

The factor $\gamma_l$ describes the limit $r\to0$. At a finite distance the formula with two integrals gives the ratio $s_l=-\phi_{\rm ind}/\phi_{\rm ext}$. With $x=r/a$, the leading change has two parts. The outer integral loses $\int_0^xt\,dt/l=x^2/(2l)$. The inner density returns

$$\frac1{x^{2l+1}}\int_0^x\frac{t^{2l+2}}l\,dt=\frac{x^2}{l(2l+3)} .$$

With the common factor $8/[Z(2l+1)]$,

$$s_l=\gamma_l-\frac8{Z(2l+1)}\frac{x^2}{l}\left[\frac12-\frac1{2l+3}\right]+\dots=\gamma_l-\frac{4x^2}{Z\,l(2l+3)}+\dots$$

The bracket equals $(2l+1)/[2(2l+3)]$, which cancels the factor $2l+1$. The quadratic approach to the limit is tested numerically for $l=1$, 2 and 3. For hydrogen the computed ratios are:

| $r/a_0$ | $s_1$ | $s_2$ |
|---|---|---|
| 0.01 | 0.9999 | 0.3333 |
| 0.50 | 0.8675 | 0.2852 |
| 1.00 | 0.6429 | 0.2033 |
| 2.00 | 0.3004 | 0.0824 |
| 4.00 | 0.0663 | 0.0111 |

These are ratios of potentials. At finite $r$ they are not ratios of fields, because differentiating the potential also differentiates $s_l(r)$. Full dipole shielding is thus a property of the nuclear position and not of the atom's interior as a whole: at one Bohr radius the induced potential is 64 percent of the applied one in magnitude.

Far outside the atom the inner integral dominates. For the hydrogen dipole it gives

$$s_1\to\frac83\left(\frac{a_0}r\right)^3\int_0^\infty e^{-2x}\left[\frac{x^5}2+x^4\right]dx .$$

The integral is $\frac12\cdot5!/2^6+4!/2^5=15/16+3/4=27/16$. Hence $s_1\to\frac92(a_0/r)^3$, and the induced potential is $\frac92a_0^3E\cos\theta/r^2$. This is the potential of a dipole $4\pi\varepsilon_0\cdot\frac92a_0^3E$, so the polarizability is $4\pi\varepsilon_0\cdot\frac92a_0^3$. Shielding weights the response $\psi_0^2f$ with $r^{1-l}$, and the polarizability weights it with $r^{l+2}$. The first gives more weight to the inner part of the response than the second, but it is not confined to the nucleus. For the hydrogen dipole the density beyond one Bohr radius contributes $\frac83\int_1^\infty e^{-2x}(x^2/2+x)\,dx=\frac83\left(\frac58+\frac34\right)e^{-2}=\frac{11}{3}e^{-2}$, about half of $\gamma_1$.

### Worked example: a field and a field gradient

First take hydrogen in a uniform field of $1.00\times10^7$ V/m. The factor is 1, so the electron produces an opposing field of $1.00\times10^7$ V/m at the nucleus, and the linear field there is zero. The energy scale $eEa_0$ is $5.29\times10^{-4}$ eV. This is small beside the excitation energy of hydrogen, which is roughly 10 eV, so a first-order treatment is reasonable.

Now apply a pure quadrupole potential instead. Since $r^2P_2=(3z^2-r^2)/2=z^2-(x^2+y^2)/2$,

$$\phi_{\rm ext}=-G_2\left[z^2-\frac{x^2+y^2}2\right],\qquad E_z=2G_2z,\qquad\frac{\partial E_z}{\partial z}=2G_2 .$$

For an applied gradient of $1.00\times10^{18}$ V/m$^2$, $G_2=5.00\times10^{17}$ V/m$^2$. The energy scale $eG_2a_0^2$ is $1.40\times10^{-3}$ eV, again small. With $\gamma_2=2/(2\cdot3)=1/3$, the electron opposes the gradient by

$$\frac13\times1.00\times10^{18}\ {\rm V/m^2}=3.33\times10^{17}\ {\rm V/m^2},$$

and the gradient that remains at the nucleus is

$$(1.00-0.333)\times10^{18}\ {\rm V/m^2}=6.67\times10^{17}\ {\rm V/m^2}.$$

In this one-electron atom a nuclear quadrupole moment coupled to the applied gradient would thus have its interaction energy overestimated by a factor of $3/2$, relative to the shielded value. Neither the size nor the sign of this correction carries over to atoms in general.

### Conditions and extensions

**Strong or mixed fields.** The two examples treat the field and the gradient separately. A uniform field also distorts the density at second order. The product of two dipole perturbations contains a part with the angular form $P_2$, so a gradient proportional to $E^2$ can appear at the nucleus. Its natural size is $4\pi\varepsilon_0a_0E^2/e$ times a pure number that is not computed here. If this is not small beside the applied gradient, $\gamma_2$ alone does not give the gradient at the nucleus.

**Other states of hydrogen.** The proof of Theorem 2 uses the ground-state relation $\nabla\psi_0=-(\psi_0/a)\hat{\mathbf r}$. In the nonrelativistic model the excited levels contain degenerate states of different parity, which a uniform field mixes already at zeroth order. Neither theorem covers them.

**Several electrons.** If two electrons occupy the ground orbital and their repulsion is ignored, their induced densities add, and

$$\gamma_l=\frac{2N}{Z\,l(l+1)},\qquad N=1,2 .$$

At $l=1$ this equals $N/Z$, which Theorem 1 shows to survive the repulsion. For $l\ge2$ no such protection has been shown, and the factor of a real atom has to be computed with the electrons' mutual response included. Coupled Hartree-Fock theory gives $\gamma_2\approx0.40$ for He, against $1/3$ without repulsion. For Ne, which has a filled p shell, it gives a negative value of about $-9$ in a moderate basis, so the gradient at the nucleus is about ten times the applied one. This amplification is called antishielding.

**Molecules.** Let several clamped nuclei carry charges $Z_Ae$, with a nondegenerate electronic state and the field along $z$. The total momentum still commutes with $T$ and $U$, and a first-order energy, if present, is a constant that commutes with $P_z$ and drops out. The proof of Theorem 1 then gives the sum of the nuclear attractions, $\sum_A\langle F_A\rangle_1=-NeE$. If $\gamma_A$ denotes the shielding of the field component along $z$ at nucleus $A$, so that $\langle F_A\rangle_1=-Z_Ae\gamma_AE$, then

$$\sum_AZ_A\gamma_A=N .$$

For an atom this sum has one term and fixes the factor. For a molecule it constrains the factors together, and in a neutral molecule the individual nuclei may still feel a linear field, provided that the forces on them add to zero.

## Computed results

```
One-electron atom: shielding factor, grid solution and formula
  Z=1 l=1: grid 1.00000, formula 1.00000
  Z=1 l=2: grid 0.33333, formula 0.33333
  Z=1 l=3: grid 0.16667, formula 0.16667
  Z=1 l=4: grid 0.10001, formula 0.10000
  Z=1 l=5: grid 0.06669, formula 0.06667
  Z=2 l=1: grid 0.50000, formula 0.50000
  Z=2 l=2: grid 0.16667, formula 0.16667
Hydrogen: ratio -phi_ind/phi_ext at distance r from the nucleus
  r=0.01 a0: l=1 0.9999, l=2 0.3333
  r=0.50 a0: l=1 0.8675, l=2 0.2852
  r=1.00 a0: l=1 0.6429, l=2 0.2033
  r=2.00 a0: l=1 0.3004, l=2 0.0824
  r=4.00 a0: l=1 0.0663, l=2 0.0111
Hartree-Fock in a uniform field of 0.002 atomic units
  He: N=2, Z=2, computed 1.00000, N/Z 1.00000
  Li+: N=2, Z=3, computed 0.66667, N/Z 0.66667
  Be: N=4, Z=4, computed 0.99991, N/Z 1.00000
  B+: N=4, Z=5, computed 0.79999, N/Z 0.80000
He with frozen repulsive cloud: factor 1.2364
He, configuration interaction, 626 singlet pair states
  energy -2.90249 hartree (Hartree-Fock -2.86166)
  dipole polarizability 1.3834 atomic units
  dipole shielding factor 0.99707, N/Z 1.00000
SI example, hydrogen
  Bohr radius 5.29177e-11 m
  applied uniform field 1.000e+07 V/m
  energy scale e E a0 5.292e-04 eV
  opposing field of the electron 1.0000e+07 V/m
  applied gradient dEz/dz 1.000e+18 V/m^2
  energy scale e G2 a0^2 1.400e-03 eV
  opposing gradient 3.3333e+17 V/m^2
  remaining gradient 6.6667e+17 V/m^2
SI example, Li+ in the same uniform field
  remaining field at the nucleus 3.3333e+06 V/m
  force on the nucleus from N/Z 1.6022e-12 N
  force from the Hartree-Fock factor 1.6022e-12 N
```
